# Force-Constant Poles at Hartree-Fock Instabilities in a Two-Orbital Model

## 1. What symmetry and dimensions allow

Take a molecule at a symmetric geometry, a nuclear displacement $Q$ that is odd under one of its symmetry operations, and an occupied-virtual orbital rotation $\kappa$ that is odd under the same operation. The mean-field energy cannot change when both signs are reversed, so near the symmetric point

$$E=E_0+\tfrac12k_0Q^2+4g\,\kappa Q+2\lambda\kappa^2+c\,\kappa^4+\dots$$

The factors 4 and 2 are conventions fixed in section 2. In Hartree atomic units $\lambda$ and $c$ are energies, $g$ is energy per length, and a force constant is energy per length squared. The orbitals feel $Q$ through $g$, and the sign of $\kappa$ is arbitrary, so their leading contribution to $d^2E/dQ^2$ is proportional to $g^2$ divided by an energy. At quadratic order the one energy available is $\lambda$. Stationarity gives $\kappa=-gQ/\lambda$, and substitution gives $-4g^2Q^2/\lambda+2g^2Q^2/\lambda=-2g^2Q^2/\lambda$, so

$$k=k_0-4g^2/\lambda .$$

This is a simple pole at $\lambda=0$. If $\kappa$ is odd and $Q$ is even, the term $\kappa Q$ is forbidden and the symmetric solution has no pole. At $\lambda=0$ the quartic term must balance the coupling, $c\kappa^3\sim gQ$, so $E\sim|gQ|^{4/3}c^{-1/3}$: the energy stays finite and its curvature diverges. The quadratic and quartic terms compete when $\lambda\kappa\sim c\kappa^3$ at $\kappa\sim gQ/\lambda$, which sets a length $Q^*\sim|\lambda|^{3/2}/(g\sqrt c)$.

## 2. The relaxation term for a closed shell

Let the orbitals be real and orthonormal at every $Q$, with $i,j$ doubly occupied and $a,b$ empty. With $P=\sum_i|i\rangle\langle i|$ the restricted Hartree-Fock (RHF) electronic energy is

$$E=2\sum h_{pq}P_{pq}+\sum P_{pq}P_{rs}\,[2(pq|rs)-(pr|qs)].$$

Rotate $|i\rangle\to|i\rangle+\sum_a\kappa_{ia}|a\rangle-\tfrac12\sum_{ja}\kappa_{ia}\kappa_{ja}|j\rangle$; the last term keeps the occupied set orthonormal to second order. The first-order change of $P$ is $P_{ia}=P_{ai}=\kappa_{ia}$, and the second-order change is $P_{ab}=\sum_i\kappa_{ia}\kappa_{ib}$, $P_{ij}=-\sum_a\kappa_{ia}\kappa_{ja}$. The part of $E$ linear in $\delta P$ is $2\,\mathrm{tr}(F\,\delta P)$, with $F$ the Fock matrix. It gives $4F_{ia}\kappa_{ia}$ and $2(\delta_{ij}F_{ab}-\delta_{ab}F_{ij})\kappa_{ia}\kappa_{jb}$. The part quadratic in the first-order $\delta P$ has four index orderings. The Coulomb term gives $2(ia|jb)$ four times, and the exchange term gives $-(ij|ab)$ twice and $-(ib|ja)$ twice. Hence

$$E=E_0+4\sum F_{ia}\kappa_{ia}+2\,\kappa^T(A+B)\kappa,$$
$$(A+B)_{ia,jb}=\delta_{ij}F_{ab}-\delta_{ab}F_{ij}+4(ia|jb)-(ib|ja)-(ij|ab).$$

Now let the integrals depend on $Q$. The condition $E_\kappa(\kappa(Q),Q)=0$ holds along the solution, so its derivative vanishes: $E_{\kappa\kappa}\kappa_Q+E_{\kappa Q}=0$. The first derivative of the energy is $E_Q$, because $E_\kappa=0$. The second is $E_{QQ}+E_{Q\kappa}\kappa_Q$. With $E_{\kappa\kappa}=4(A+B)$, $E_{\kappa Q}=4g$ and $g_{ia}=\partial F_{ia}/\partial Q$ at fixed $\kappa$,

$$k=E_{QQ}-4g^T(A+B)^{-1}g=E_{QQ}-4\sum_n\frac{(g\cdot u_n)^2}{\lambda_n},$$

where $\lambda_n,u_n$ are the eigenvalues and unit eigenvectors of $A+B$. A vanishing $\lambda_n$ makes a pole if $g\cdot u_n\neq0$ there. On a symmetric solution $g$ transforms as $Q$, so $Q$ must share the irreducible representation of $u_n$. The other modes add a finite background, which in a one-rotation model is absorbed in $k_0$.

The formula was tested on a four-orbital, four-electron model with random parity-adapted integrals and $Q$-dependent one- and two-electron parts. Finite differences of the converged energy agree with the matrix expression to a relative $10^{-5}$. With no bare term included, an odd $Q$ gives $-1.9445$ at $\lambda=+0.005$ and $+1.9443$ at $\lambda=-0.005$ hartree, against pole terms $\mp1.9444$ hartree/bohr². An even $Q$ gives $-0.01392$ and $-0.01400$, with $g\cdot u=0$.

## 3. The model and its symmetric solution

Two electrons occupy an even orbital 1 and an odd orbital 2, with $h_{11}=0$, $h_{22}=\Delta>0$, $h_{12}=vQ$ and a bare term $\tfrac12k_0Q^2$. The integrals $(11|11)=(22|22)=J$, $(11|22)=J'$, $(12|12)=K$ do not depend on $Q$, and those with an odd number of indices 2 vanish by parity. The occupied orbital is $|i\rangle=c|1\rangle+s|2\rangle$ with $c=\cos\kappa$, $s=\sin\kappa$. Its density is $c^2\,11+s^2\,22+2cs\,12$, so

$$E=2h_{ii}+(ii|ii)+\tfrac12k_0Q^2,\qquad h_{ii}=\Delta s^2+2vQ\,cs,$$
$$(ii|ii)=J(c^4+s^4)+(2J'+4K)c^2s^2 .$$

With $x=2\kappa$ one has $2s^2=1-\cos x$, $c^2s^2=\tfrac14\sin^2x$ and $c^4+s^4=1-\tfrac12\sin^2x$. Therefore

$$E=J+\Delta(1-\cos x)-\tfrac W2\sin^2x+b\sin x+\tfrac12k_0Q^2,$$

with $W=J-J'-2K$ and $b=2vQ$. We assume $W>0$, so that the interaction favours mixing. The derivatives are

$$E_x=\Delta\sin x-W\sin x\cos x+b\cos x,$$
$$E_{xx}=\Delta\cos x-W\cos2x-b\sin x,\qquad E_{xQ}=2v\cos x .$$

Since $x=2\kappa$, $E_{xx}=E_{\kappa\kappa}/4=A+B$ and $E_{xQ}=E_{\kappa Q}/2=2g$, so $k=k_0-E_{xQ}^2/E_{xx}$.

At $Q=0$ the point $x=0$ is stationary for every $\Delta$. There $\lambda=\Delta-W$, $g=v$, $x_Q=-2v/\lambda$ and

$$k_{\rm sym}=k_0-\frac{4v^2}{\Delta-W}.$$

For $\Delta>W$ relaxation softens the mode, $k$ passes zero at $\Delta=W+4v^2/k_0$ and falls to $-\infty$. For $\Delta<W$ the solution is a maximum along $x$. Its orbital moves against the perturbation, the relaxation raises the energy, and $k$ comes down from $+\infty$. The large real frequency on this side belongs to a stationary point that is unstable along $x$. By the Hessians of section 6 it is a saddle point when $\lambda-4K>0$, as in case A of section 9; for $K\ge0$ the triplet and imaginary rotations lower the energy as well.

## 4. The broken solution, and an even coordinate

For $\Delta<W$, $E_x=0$ also has the roots $\cos x_0=\Delta/W$. There $\cos2x_0=2\Delta^2/W^2-1$, so $E_{xx}=\Delta^2/W-2\Delta^2/W+W=(W^2-\Delta^2)/W>0$, and

$$k_{\rm br}=k_0-\frac{4v^2\Delta^2}{W(W^2-\Delta^2)} .$$

Near the threshold $W^2-\Delta^2\approx2W|\lambda|$ and $k_{\rm br}\approx k_0-2v^2/|\lambda|$. The pole has half the strength and goes to $-\infty$. Moving to the lower solution does not remove the divergence, and it adds a force: $dE/dQ=2v\sin x_0$ has opposite signs on $\pm x_0$, so the lower envelope of the two solutions has a cusp at $Q=0$.

A totally symmetric displacement changes $\Delta$; take $\Delta$ itself as that coordinate. Then $E_{\Delta\Delta}=0$ and $E_{x\Delta}=\sin x$. On the symmetric solution the coupling is zero and $d^2E/d\Delta^2=0$. On the broken one

$$\frac{d^2E}{d\Delta^2}=-\frac{\sin^2x_0}{E_{xx}}=-\frac{(W^2-\Delta^2)/W^2}{(W^2-\Delta^2)/W}=-\frac1W .$$

The squared coupling vanishes at the same rate as the Hessian, and the pole is replaced by a finite jump.

## 5. The energy behind the pole

Expanding with $1-\cos x=x^2/2-x^4/24$ and $\sin^2x=x^2-x^4/3$,

$$E-J-\tfrac12k_0Q^2=\tfrac12\lambda x^2+bx+\tfrac{4W-\Delta}{24}x^4-\tfrac16bx^3+\dots$$

The first two terms are stationary at $x_1=-b/\lambda$ with value $-b^2/2\lambda$. The last two are of order $b^4$ at $x_1$. The shift of $x$ that they cause is of order $b^3$ and changes the energy at order $b^6$, because $x_1$ is stationary. So the quartic energy is

$$\frac{(4W-\Delta)b^4}{24\lambda^4}+\frac{b^4}{6\lambda^3}=\frac{(4W-\Delta+4\lambda)\,b^4}{24\lambda^4}=\frac{\Delta b^4}{8\lambda^4}=\frac{2\Delta v^4Q^4}{\lambda^4},$$

and $d^4E/dQ^4=48\Delta v^4/\lambda^4$. The ratio of this term to the quadratic one, $2v^2Q^2/|\lambda|$, is $\Delta v^2Q^2/|\lambda|^3$. For $\Delta\approx W$ this is $\tfrac12(Q/Q^*)^2$ with $Q^*=|\lambda|^{3/2}/(v\sqrt{2W})$. The spike describes the surface for $|Q|\ll Q^*$, a range that shrinks as $|\lambda|^{3/2}$ while the spike grows as $1/|\lambda|$.

At $\Delta=W$, $1-\cos x-\tfrac12\sin^2x=\tfrac12(1-\cos x)^2$, so the energy is $Wx^4/8-Wx^6/48+bx-bx^3/6+\dots$ The leading balance $Wx^3/2=-b$ gives $x^3=-2b/W$. Then $Wx^4/8=-bx/4$ and the value is $\tfrac34bx=-\tfrac34|b|^{4/3}(2/W)^{1/3}$. The next two terms at this $x$ give $-b^2/12W+b^2/3W=b^2/4W$. With $b=2vQ$ and $2^{4/3}2^{1/3}=2\cdot4^{1/3}$,

$$E-J=\tfrac12k_0Q^2-\tfrac32\Big(\frac4W\Big)^{1/3}|vQ|^{4/3}+\frac{v^2Q^2}{W}+\dots$$

A three-point difference with step $h$, $2[E(h)-E(0)]/h^2$, returns

$$k_{\rm FD}=k_0-3(4/W)^{1/3}v^{4/3}h^{-2/3}+2v^2/W+\dots,$$

which is finite and depends on the step.

The singular set extends away from $Q=0$. Impose $E_x=0$ and $E_{xx}=0$ together: $\Delta\sin x+b\cos x=W\sin x\cos x$ and $\Delta\cos x-b\sin x=W(\cos^2x-\sin^2x)$. The first times $\sin x$ plus the second times $\cos x$ gives $\Delta=W\cos^3x$. The first times $\cos x$ minus the second times $\sin x$ gives $b=W\sin^3x$. Eliminating $x$,

$$\Delta^{2/3}+|2vQ|^{2/3}=W^{2/3}.$$

On this astroid the maximum along $x$, which for $\lambda<0$ moves toward the higher of the two broken solutions (minima along $x$), merges with that solution and both disappear. The coupling $2v\cos x$ is nonzero there, so $k$ diverges on both merging solutions. The point $\Delta=W$, $Q=0$ is a cusp of the curve.

## 6. Instabilities that leave no pole

For a triplet rotation the two spins take $+\kappa$ and $-\kappa$. The terms $\pm2vQ\,cs$ cancel in the one-electron energy. The cross densities have opposite signs, so $4K$ in $(ii|ii)$ becomes $-4K$, which turns $W$ into $W+4K$. The Hessian is $\lambda-4K$. For an imaginary rotation, $c|1\rangle+{\rm i}s|2\rangle$, the density is $c^2\,11+s^2\,22$ with no cross term. The $h_{12}$ term and the $4K$ term both drop, $W$ becomes $W+2K$, and the Hessian is $A-B=\lambda-2K$. In both cases the energy has no term linear in the rotation and in $Q$. Exchange of the spins and complex conjugation reverse these rotations while leaving $x$, $Q$ and $E$ unchanged, so they do not mix with $x$ in the Hessian either. For $K\neq0$ the RHF force constant therefore passes smoothly through $\Delta=W+4K$ and $\Delta=W+2K$; for $K=0$ both thresholds coincide with the pole at $\Delta=W$.

The same holds in the language of excited states. From $A+B=\lambda$ and $A-B=\lambda-2K$ follow $B=K$ and $A=\lambda-K$. The time-dependent Hartree-Fock (TDHF) equations are $AX+BY=\omega X$ and $BX+AY=-\omega Y$, with $X^2-Y^2=1$. Their sum and difference are $(A+B)(X+Y)=\omega(X-Y)$ and $(A-B)(X-Y)=\omega(X+Y)$. The product gives $\omega^2=(A+B)(A-B)$, and the second times $X+Y$ gives $(X+Y)^2=(A-B)/\omega$, for $A\pm B>0$. The singlet transition moment of $\partial h/\partial Q$ is $T=\sqrt2\,v(X+Y)$, the $\sqrt2$ coming from the two spins. Then

$$\frac{2T^2}{\omega}=\frac{4v^2(A-B)}{\omega^2}=\frac{4v^2}{A+B}.$$

The relaxation term has the form of a pseudo-Jahn-Teller coupling to the TDHF state. If $\omega\to0$ through $A+B$ while $A-B$ stays positive, which needs $K<0$, $T^2$ grows as $1/\omega$ and there is a pole. If $\omega\to0$ through $A-B$, then $T^2=2v^2\omega/(A+B)$ vanishes with $\omega$ and $k$ is finite.

## 7. The reference: full configuration interaction

Full configuration interaction (FCI) solves the model within its two orbitals and its linear coupling; it says nothing about further orbitals or $Q$-dependent interactions. The singlet spatial functions are $|11\rangle$, $|22\rangle$ and $S=(|12\rangle+|21\rangle)/\sqrt2$, with energies $J$, $J+2\Delta$ and $\Delta+J'+K$. The triplet lies at $\Delta+J'-K$. The two even functions are coupled by $(12|12)=K$. Their block is $J+\Delta$ plus $r\begin{pmatrix}-\cos\theta&\sin\theta\\ \sin\theta&\cos\theta\end{pmatrix}$, with $r=\sqrt{\Delta^2+K^2}$ and $\sin\theta=K/r$. The lower eigenvector is $(\cos\frac\theta2,-\sin\frac\theta2)$ with energy $J+\Delta-r$, so the gap to $S$ is

$$G=J'+K-J+r=r-K-W .$$

The perturbation takes $|11\rangle$ to $vQ(|21\rangle+|12\rangle)=\sqrt2\,vQ\,S$, and $|22\rangle$ likewise. The squared matrix element is $2v^2Q^2(\cos\frac\theta2-\sin\frac\theta2)^2=2v^2Q^2(1-K/r)$. Second-order perturbation theory gives minus this over $G$, and two derivatives give

$$k_{\rm FCI}=k_0-\frac{4v^2(r-K)}{r\,(r-K-W)} .$$

Two limits connect this to RHF. For $K=0$, $r=\Delta$ and the two formulas coincide. For $\Delta\gg|K|,W$ the relaxation term is $(4v^2/\Delta)(1-K/\Delta)(1+(K+W)/\Delta)\approx(4v^2/\Delta)(1+W/\Delta)$, which agrees with RHF through this order.

Because $r-K>0$ for $\Delta>0$, FCI has a pole where $G=0$, that is $r=K+W$. Squaring gives $\Delta_x^2=W(W+2K)$. A root needs $W+2K=J-J'>0$, and then $K+W=\tfrac12[W+(W+2K)]>0$, so the squaring was legitimate. Also $\Delta_x^2-W^2=2KW$. For $K\ne0$ the FCI force constant is therefore finite at $\Delta=W$, so the RHF pole there is spurious, in one of two ways: FCI either has its pole at another value of $\Delta$ or has none.

Bare Coulomb integrals have $K\ge0$, since $K$ is the self-repulsion of the density $12$. Then $W+2K>0$ and a true crossing of the even and odd singlets exists at $\Delta_x\ge W$. The RHF pole coincides with that crossing for $K=0$ and is displaced below it for $K>0$. For $K>0$ it lies below the triplet and complex thresholds $W+4K$ and $W+2K$, where RHF is no longer a minimum among determinants.

An effective interaction may have $K<0$. If also $J\le J'$, then $G>0$ for all $\Delta>0$ and no crossing exists. The Hessians $\lambda-4K$ and $\lambda-2K$ exceed $\lambda$, so the real singlet instability is the first one met as $\Delta$ falls. For $-W/2<K<0$ a crossing exists at $\Delta_x<W$.

## 8. Correlation on top of the soft orbital

Second-order Møller-Plesset theory (MP2) uses the RHF orbitals but is not stationary in $x$. With $|a\rangle=-s|1\rangle+c|2\rangle$ the single double excitation has matrix element $K_{ia}=(ia|ia)$ and denominator $2D$, $D=\varepsilon_a-\varepsilon_i$, so $E_2=-K_{ia}^2/2D$. The density $ia$ is $cs(22-11)+\cos x\,12$, and $aa$ is $s^2\,11+c^2\,22-2cs\,12$. Hence

$$K_{ia}=\tfrac14\sin^2x\,(2J-2J')+K\cos^2x=K+\tfrac W2\sin^2x,$$
$$J_{ia}=2c^2s^2J+(c^4+s^4)J'-K\sin^2x=J'+\tfrac W2\sin^2x,$$

and $J_{ii}=J-\tfrac W2\sin^2x$ from section 3. With $\varepsilon_a=h_{aa}+2J_{ia}-K_{ia}$, $\varepsilon_i=h_{ii}+J_{ii}$ and $h_{aa}-h_{ii}=\Delta\cos x-b\sin x$,

$$D=\Delta\cos x-b\sin x+2J'-K-J+W\sin^2x .$$

At $x=0$, $D_0=\Delta-J+2J'-K$, assumed positive. To second order in $Q$, $\delta K=\tfrac W2x^2$ and $\delta D=(W-\tfrac\Delta2)x^2-bx$. On the symmetric solution $x=-b/\lambda$, so $-bx=\lambda x^2$ and $\delta D=(W-\tfrac\Delta2+\Delta-W)x^2=\tfrac\Delta2x^2$. Then

$$\delta E_2=-\frac{K\,\delta K}{D_0}+\frac{K^2\delta D}{2D_0^2}=\frac{K(K\Delta-2WD_0)}{4D_0^2}x^2,\qquad x^2=\frac{4v^2Q^2}{\lambda^2},$$
$$k_{\rm MP2}-k_{\rm sym}=\frac{2v^2K(K\Delta-2WD_0)}{D_0^2\,\lambda^2}.$$

The denominator $D_0$ of MP2 is finite at the instability. The divergence comes from the square of the orbital response $x_Q$. In RHF, $x_Q^2$ multiplies $E_{xx}=\lambda$, which cancels one power; the curvature of $E_2$ along $x$ is in general nonzero there, so the pole is double and has the same sign on both sides. At $\Delta=W$ the coefficient is proportional to $KW(K-2D_0)$, whose sign is opposite to that of $K$ when $2D_0>K$.

The closed forms of sections 3 to 8 for $k$, the slope, the fourth derivative, the three Hessians and their couplings were tested against finite differences of high-precision energies built from the integrals, with FCI by diagonalization. The astroid was tested at one value of $\Delta$ by counting stationary points.

## 9. Weighing the contributions

Both cases take round parameters: $v=0.05$ hartree/bohr, $k_0=0.4$ hartree/bohr², mass $\mu=10$ u. Then $4v^2=0.0100$, and $\sqrt{k_0/\mu}$ corresponds to 1028 cm⁻¹, so any wavenumber is $1028\sqrt{k/0.4}$ cm⁻¹. Energies are in hartree and force constants in hartree/bohr².

**Case A** is an extended Hubbard dimer with hopping $t$, site energies $\pm vQ$, on-site repulsion $U=0.3$ and intersite repulsion $V=0.4$. For the bonding and antibonding orbitals of sites $L,R$, $\Delta=2t$ and $h_{12}=vQ$. The densities $11$ and $22$ equal $\tfrac12(LL+RR)$ and $12$ equals $\tfrac12(LL-RR)$, so $J=J'=(U+V)/2=0.35$, $K=(U-V)/2=-0.05$ and $W=0.10$.

| $\Delta$ | RHF sym | RHF broken | MP2 | FCI |
|---|---|---|---|---|
| 0.200 | 0.300 | | 0.309 | 0.320 |
| 0.150 | 0.200 | | 0.239 | 0.278 |
| 0.110 | −0.600 | | 0.433 | 0.200 |
| 0.105 | −1.600 | | 2.566 | 0.184 |
| 0.095 | 2.400 | −0.526 | 6.634 | 0.144 |
| 0.090 | 1.400 | −0.026 | 2.467 | 0.119 |
| 0.050 | 0.600 | 0.367 | 0.646 | −0.424 |

*Relaxation.* At $\Delta=0.105$, $\lambda=0.005$ and $k_{\rm sym}=0.4-0.0100/0.005=-1.600$, or $2056{\rm i}$ cm⁻¹. FCI has $G=0.0663$, so $r=G+K+W=0.1163$, $r-K=0.1663$ and $k_{\rm FCI}=0.4-0.0100\times0.1663/(0.1163\times0.0663)=0.184$, or 698 cm⁻¹. RHF relaxes by 2.0 where FCI relaxes by 0.22. The TDHF energy is $\sqrt{0.005\times0.105}=0.0229$, about a third of the FCI gap, and its squared moment carries the factor $(A-B)/\omega=0.105/0.0229$, near 4.6, against $1-K/r$, near 1.4, in FCI. The two factors of about 3 multiply to the ratio of about 9. At $\Delta=0.095$ the same term has the other sign: $0.4+2.0=2.400$, or 2518 cm⁻¹, against 618 cm⁻¹. At $\Delta=W$, FCI has $G=0.0618$ and 662 cm⁻¹.

*Reach.* At $\Delta=0.200$, twice the threshold, RHF gives 890 cm⁻¹ against 920, low by 3% of the FCI value. At $0.150$ it gives 727 against 857, low by 15%. It reaches zero at $0.10+0.0100/0.4=0.1250$. For $0.10<\Delta<0.125$ RHF is a stable solution, with triplet and complex Hessians above their values 0.20 and 0.10 at the threshold, and it predicts a distortion that FCI does not. FCI softens to zero at $\Delta=0.0737$. That softening is real within the model: here $W=-2K$, so $G=r-|K|$ falls with $\Delta$ and closes as $\Delta\to0$, where it behaves as $\Delta^2/2|K|$ for $\Delta\ll|K|$. Case A sits on the boundary $\Delta_x=0$, and at $\Delta=0.050$ both RHF solutions and MP2 give a positive $k$ where FCI gives $-0.424$.

*Broken solution.* At $\Delta=0.09$, $\cos x_0=0.9$, $x_0=0.4510$ rad, $E_{xx}=(0.0100-0.0081)/0.10=0.019$ and $k_{\rm br}=0.4-0.0100\times0.81/0.019=-0.026$. The slope is $0.1\sin x_0=0.0436$ hartree/bohr where FCI has none by symmetry, and $d^2E/d\Delta^2=-10.0$ hartree⁻¹. The saddle solution exists for $|Q|<0.01767$ bohr. Its 1923 cm⁻¹ holds at $Q=0$; the curvature rises with $|Q|$ and diverges at the end point, on the astroid of section 5.

*Anharmonicity.* At $\Delta=0.105$, $Q^*=0.0158$ bohr and $d^4E/dQ^4=48\times0.105\times0.05^4/0.005^4=5.04\times10^4$ hartree/bohr⁴. A step of 0.01 bohr is not small against $Q^*$. At $\Delta=W$ the tested exponent is 1.3333. Steps of 0.01 and 0.001 bohr return $-3.622$ and $-18.449$, while the $h^{-2/3}$ law alone gives $-3.672$ and $-18.499$. The offset is 0.050 at both steps, which is the term $2v^2/W=2\times0.0025/0.10$ of section 5.

*MP2.* At $\Delta=W$, $D_0=0.50$ and the coefficient of $\lambda^{-2}$ is $0.005\times(-0.05)(-0.005-0.10)/0.25=1.05\times10^{-4}$. It overtakes the RHF term $0.0100/|\lambda|$ for $|\lambda|$ below about $0.0105$. Inside that range $k$ is positive on both sides, and well inside it $k$ is large: 95 at $\lambda=+0.001$ and 116 at $-0.001$, the difference being mainly the simple pole, $-10$ against $+10$. At $\Delta=0.110$ the two divergent terms nearly cancel, and the result 0.433, or 1070 cm⁻¹, looks ordinary although FCI gives 728 cm⁻¹.

**Case B** has $J=0.60$, $J'=0.40$, $K=0.05$ and again $W=0.10$, so $k_{\rm sym}$ is the same function of $\Delta$. As $\Delta$ falls, RHF meets the triplet instability at 0.300, the complex one at 0.200, the true crossing at $\sqrt{0.10\times0.20}=0.1414$ and its own pole at 0.100. In FCI the triplet, at $r-W-3K$ relative to the even singlet, becomes the ground state at $r=0.25$, that is $\Delta=\sqrt{0.0625-0.0025}=0.2449$, so the singlet crossing and the FCI force constants below that value refer to excited states. At $\Delta=0.2001$ the TDHF energy has dropped to 0.00316 while $k_{\rm sym}=0.3001$, as section 6 requires. At $\Delta=W$ the odd singlet lies 0.0382 and the triplet 0.1382 below the even state. The even state is then the upper partner of the coupling, $G<0$, and its force constant 0.5447 lies above $k_0$. Between 0.100 and 0.1414 the RHF relaxation term is negative while the FCI term for the even state is positive. The MP2 coefficient is $-1.80\times10^{-4}$ with $D_0=0.25$, so here the double pole points downward. The numerical output holds the fuller tables for case A and the values quoted here for case B.

## Table of computed values

```
v = 0.05 Eh/bohr, k0 = 0.4 Eh/bohr^2, mass = 10 u = 18228.9 m_e
bare wavenumber = 1028 cm^-1; 4v^2 = 0.0100 Eh^2/bohr^2
case A: U = 0.3 Eh, V = 0.4 Eh, D = 2t
case A: J=0.35 Jp=0.35 K=-0.05 W=0.10 Eh
case B: J=0.60 Jp=0.40 K=0.05 W=0.10 Eh
case A: D, lam, FCI gap (Eh) | k sym RHF, broken RHF, MP2, FCI (Eh/bohr^2)
0.200 +0.100 0.1562 |   0.300    -       0.309   0.320
0.150 +0.050 0.1081 |   0.200    -       0.239   0.278
0.120 +0.020 0.0800 |  -0.100    -       0.154   0.227
0.110 +0.010 0.0708 |  -0.600    -       0.433   0.200
0.105 +0.005 0.0663 |  -1.600    -       2.566   0.184
0.101 +0.001 0.0627 |  -9.600    -      95.230   0.170
0.099 -0.001 0.0609 |  10.400  -4.525  115.570   0.162
0.095 -0.005 0.0574 |   2.400  -0.526    6.634   0.144
0.090 -0.010 0.0530 |   1.400  -0.026    2.467   0.119
0.050 -0.050 0.0207 |   0.600   0.367    0.646  -0.424
case A: D (Eh) | wavenumber sym RHF, MP2, FCI (cm^-1)
0.200 |    890    904    920
0.150 |    727    794    857
0.120 |   514i    638    774
0.110 |  1259i   1070    728
0.105 |  2056i   2604    698
0.101 |  5037i  15863    670
0.099 |   5242  17475    654
0.095 |   2518   4187    618
0.090 |   1923   2553    562
0.050 |   1259   1306  1059i
A: k = 0 at D = 0.1250 Eh (RHF), 0.0737 Eh (FCI)
A, D=W: FCI gap 0.0618 Eh, k 0.1658 Eh/bohr^2, 662 cm^-1
A, D=W: triplet Hessian 0.20 Eh, complex Hessian 0.10 Eh
A, D=W: exponent of E(Q) = 1.3333
A, D=W, step 0.01 bohr: k_FD -3.622, law -3.672 Eh/bohr^2
A, D=W, step 0.001 bohr: k_FD -18.449, law -18.499 Eh/bohr^2
A, D=0.105: Q* = 0.0158 bohr, d4E/dQ4 = 5.04e+04 Eh/bohr^4
A, D=0.105: TDHF omega = 0.0229 Eh
A, D=0.09 broken: x0 = 0.4510 rad, |dE/dQ| = 0.0436 Eh/bohr
A, D=0.09 broken: d2E/dD2 = -10.000 1/Eh
A, D=0.09: saddle solution ends at |Q| = 0.01767 bohr
A: eps gap at D=W 0.50 Eh, MP2 lam^2*k 1.050e-04 Eh^3/bohr^2
B: eps gap at D=W 0.25 Eh, MP2 lam^2*k -1.800e-04 Eh^3/bohr^2
B: RHF pole 0.100, FCI crossing 0.1414, complex 0.200, triplet 0.300 Eh
B, D=W: odd singlet -0.0382, triplet -0.1382 Eh; k even state 0.5447 Eh/bohr^2
B, D=0.2001: TDHF omega 0.00316 Eh, k RHF 0.3001 Eh/bohr^2
4-orbital, lam +0.005 Eh: k odd -1.9445, pole term -1.9444, k even -0.01392 Eh/bohr^2
4-orbital, lam -0.005 Eh: k odd 1.9443, pole term 1.9444, k even -0.01400 Eh/bohr^2
```
